# Shot-noise displacement limit of a Michelson interferometer with both outputs counted

## The balanced interferometer

Set the mirrors of a Michelson interferometer so that its two outputs, A and B, are equally bright. In a counting time $\tau$ a mean number $N$ of photons leaves the instrument, and each photon is as likely to appear at A as at B. The difference of the counts, $n_A-n_B$, is then zero on average. If the two counts are independent Poisson variables, each has variance $N/2$, so the difference has variance $N$ and a typical size $\sqrt N$.

Now move one mirror by a small distance $x$ along its beam. The light travels this distance twice, so its path changes by $2x$ and its phase by

$$\varepsilon=\frac{2\pi}{\lambda}\,2x=\frac{4\pi x}{\lambda}.$$

Midway between a dark and a bright fringe, the mean counts are $\tfrac N2(1\pm\sin\varepsilon)$, and their difference is $N\sin\varepsilon\approx N\varepsilon$. The displacement can be told from the counting noise when this signal equals $\sqrt N$:

$$N\,\frac{4\pi\,\delta x}{\lambda}=\sqrt N
\quad\Longrightarrow\quad
\delta x=\frac{\lambda}{4\pi\sqrt N}.$$

For a total of 1 µW at 633 nm, counted for 1 s, the photon energy is $hc/\lambda=3.138\times10^{-19}$ J, so that

$$N=\frac{10^{-6}\ \text{J}}{3.138\times10^{-19}\ \text{J}}=3.187\times10^{12},
\qquad \sqrt N=1.785\times10^{6}.$$

With $\lambda/4\pi=50.37$ nm this gives

$$\delta x=\frac{50.37\ \text{nm}}{1.785\times10^{6}}=2.82\times10^{-5}\ \text{nm}\approx 28\ \text{fm}.$$

The argument leaves three things open: why the counts are independent, whether another working point or a cleverer use of the counts would do better, and what happens if one output is ignored.

## From mirror position to mean counts

Assume a lossless 50:50 beam splitter, perfect mirrors, full fringe contrast and detectors that count every photon. Coherent light enters one port and vacuum the other. The displacement is constant during $\tau$.

Let $k=2\pi/\lambda$, and let $z$ increase from the splitter towards a mirror at $z=x$. With the time factor $e^{-i\omega t}$, the incoming wave is $e^{ikz}$ and the reflected one $r\,e^{-ikz}$. The field vanishes at the mirror:

$$e^{ikx}+r\,e^{-ikx}=0\quad\Longrightarrow\quad r=-e^{2ikx}.$$

For mirrors at $x_1$ and $x_2$ the phase difference is

$$\varphi=2k(x_1-x_2)=\frac{4\pi(x_1-x_2)}{\lambda}.$$

It grows by $2\pi$ when one mirror moves by $\lambda/2=316.5$ nm, which is the fringe period.

Describe the splitter by

$$\frac1{\sqrt2}\begin{pmatrix}1&i\\ i&1\end{pmatrix}.$$

The input amplitudes $(1,0)$ become $(1,i)/\sqrt2$ in the arms and $(r_1,ir_2)/\sqrt2$ after reflection. The second pass through the splitter gives

$$t_A=\frac{r_1+i\cdot i\,r_2}{2}=\frac{r_1-r_2}{2},\qquad
t_B=\frac{i\,r_1+i\,r_2}{2}=\frac{i(r_1+r_2)}{2}.$$

Since $|r_1\mp r_2|^2=2\mp2\cos\varphi$, the fractions of the light at the two outputs are

$$p_A=\frac{1-\cos\varphi}{2}=\sin^2\frac\varphi2,\qquad
p_B=\frac{1+\cos\varphi}{2}=\cos^2\frac\varphi2.$$

They add up to one. Output A travels back towards the laser, so a real instrument must separate it from the incoming beam before it can be counted.

## Why the counts are independent

Treat the light of duration $\tau$ as one mode with creation operator $a^\dagger$, in the coherent state

$$|\alpha\rangle=e^{\alpha a^\dagger-\alpha^*a}|0\rangle,\qquad |\alpha|^2=N.$$

The interferometer leaves the vacuum unchanged and replaces $a^\dagger$ by $t_Aa_A^\dagger+t_Ba_B^\dagger$. Operators of different outputs commute, so the exponential splits into two factors, one for each output. The outgoing state is therefore a product of coherent states with amplitudes $\alpha t_A$ and $\alpha t_B$.

A coherent state of amplitude $\beta$ has the photon-number distribution $e^{-|\beta|^2}|\beta|^{2n}/n!$. This is a Poisson distribution of mean $|\beta|^2$. Hence $n_A$ and $n_B$ are independent Poisson variables with means

$$N_A=N\sin^2\frac\varphi2,\qquad N_B=N\cos^2\frac\varphi2 .$$

## The best possible use of both counts

The logarithm of the probability of a pair of counts is

$$\ell=\sum_{i=A,B}\left(n_i\ln N_i-N_i-\ln n_i!\right).$$

Its derivative with respect to $\varphi$, with $N_i'=\partial N_i/\partial\varphi$, is

$$s=\sum_i\left(\frac{n_i}{N_i}-1\right)N_i' .$$

The mean of $s$ is zero. Because the counts are independent with variances $N_i$, the variance of $s$ is

$$F=\sum_i\frac{(N_i')^2}{N_i}.$$

Let $\hat\varphi$ be any unbiased estimate made from the counts, so that its mean is $\varphi$. Differentiating that mean with respect to $\varphi$ gives $\langle\hat\varphi\,s\rangle=1$, since the derivative of a probability is the probability times $s$. As $\langle s\rangle=0$, the covariance of $\hat\varphi$ and $s$ is 1. A squared covariance cannot exceed the product of the variances, so

$$\operatorname{Var}\hat\varphi\ \ge\ \frac1F .$$

This is the Cramér–Rao bound. Here

$$N_A'=N\sin\frac\varphi2\cos\frac\varphi2,\qquad N_B'=-N_A',$$

and therefore

$$F=N\cos^2\frac\varphi2+N\sin^2\frac\varphi2=N .$$

The first term comes from output A, the second from output B. At a fringe extreme one term has the form $0/0$ and is taken as a limit. Whatever the working point, no unbiased estimate can thus have a phase error below $\delta\varphi=1/\sqrt N$, here $5.60\times10^{-7}$ rad. With $N=P\tau\lambda/(hc)$, where $P$ is the total power,

$$\boxed{\;\delta x=\frac{\lambda}{4\pi\sqrt N}=\frac1{4\pi}\sqrt{\frac{hc\,\lambda}{P\tau}}\;}$$

At fixed power and time the limit grows only as $\sqrt\lambda$: a longer wavelength makes the fringe coarser but supplies more photons. Four times the power, or four times the counting time, halves the error.

## A readout that reaches the bound

Write $\varphi=\pi/2+\varepsilon$, so that $p_A=(1+\sin\varepsilon)/2$ and $p_B=(1-\sin\varepsilon)/2$. Let $S=n_A+n_B$ and use the estimate

$$\hat\varepsilon=\arcsin u,\qquad u=\frac{n_A-n_B}{S}.$$

For a given $S$, independent Poisson counts make $n_A$ a binomial variable with variance $Sp_Ap_B$. Since $u=2n_A/S-1$,

$$\operatorname{Var}(u\,|\,S)=\frac{4p_Ap_B}{S}=\frac{1-\sin^2\varepsilon}{S}=\frac{\cos^2\varepsilon}{S}.$$

A small change $du$ changes the estimate by $du/\sqrt{1-u^2}\approx du/\cos\varepsilon$. The cosines cancel, and to leading order for large $N$ the variance of $\hat\varepsilon$ is $1/N$. This linear step requires $\cos\varepsilon\gg1/\sqrt N$, that is, a working point not too close to a fringe extreme. The arcsine also requires that $\varepsilon$ be known beforehand to lie between $-\pi/2$ and $\pi/2$, a range of $\lambda/4$ in displacement.

The readout does not need the value of $N$. In 200,000 simulated runs with the photon number of the example, its spread was 28.27 fm at half fringe and 28.24 fm at $\varepsilon=0.6$ rad, against the predicted 28.22 fm. The expected statistical uncertainty of these spreads is 0.16 % of their value.

## Comparison with the first estimate

The first estimate agrees with the bound, factor included, because it was made at half fringe. Used elsewhere, the plain difference $D=n_A-n_B=Su$ does worse. Its variance has two parts, one from the random division of the photons and one from the random total:

$$\operatorname{Var}D=\langle S\rangle\cos^2\varepsilon+\sin^2\varepsilon\,\operatorname{Var}S
=N\cos^2\varepsilon+N\sin^2\varepsilon=N .$$

The slope of its mean, however, is $N\cos\varepsilon$, so even with $N$ known the phase error is $1/(\sqrt N\cos\varepsilon)$. Dividing by the measured total removes the second part of the noise. At $\varepsilon=0$ that part vanishes anyway, and the two readouts agree to leading order.

## Counting one output

If only A is counted and $N$ is known from elsewhere, the information is the first term alone:

$$F_A=N\cos^2\frac\varphi2,\qquad
\delta x_A=\frac{\lambda}{4\pi\sqrt N\,|\cos(\varphi/2)|}.$$

At half fringe $\cos^2(\pi/4)=1/2$, and the error is $\sqrt2$ times larger, 39.9 fm for the same total power of 1 µW. If instead 1 µW reached A alone at half fringe, the total would be 2 µW and the error would return to 28 fm. The statement of the power must therefore say where it is measured.

Towards the dark fringe of A, $\varphi\to0$, the single output approaches the full limit. There $N_A\approx N\varphi^2/4$, so the slope is $N\varphi/2$ and the noise $\sqrt N\varphi/2$; both vanish, but their ratio stays at $\sqrt N$. An actual estimate follows this ratio only while $N_A\gg1$, and the sign of $\varphi$ must be known beforehand, because the count at A is the same for $\varphi$ and $-\varphi$. A background of mean count $N_d$ sets a further limit: the noise becomes $\sqrt{N_A+N_d}$, and the full limit is approached only while $N\varphi^2/4\gg N_d$.

These formulas were also tested on a quantum calculation of the whole interferometer with a mean of two photons. The information per mean photon from both outputs was 1.00000 at phases of 0.400, 1.571 and 2.500 rad. Output A alone gave 0.96053, 0.50000 and 0.09943, in agreement with $\cos^2(\varphi/2)$.

## Error after one second and noise density

The 28 fm is a standard deviation after averaging for 1 s. Instruments are often described by a noise density instead. Let white displacement noise have the one-sided density $S_x$, in m²/Hz. Averaging over $\tau$ multiplies it by $[\sin(\pi f\tau)/(\pi f\tau)]^2$. With $v=\pi f\tau$ the remaining variance is

$$\delta x^2=\frac{S_x}{\pi\tau}\int_0^\infty\frac{\sin^2v}{v^2}\,dv
=\frac{S_x}{\pi\tau}\,\frac\pi2=\frac{S_x}{2\tau}.$$

Hence $\sqrt{S_x}=\sqrt{2\tau}\,\delta x=39.9$ fm/√Hz. This does not depend on $\tau$, because $\delta x$ falls as $1/\sqrt\tau$. It has the same digits as the one-output error, but its $\sqrt2$ comes from the definition of bandwidth and not from lost photons.

## Imperfect contrast and detectors

With fringe contrast $V<1$ the mean counts are $\tfrac N2(1\mp V\cos\varphi)$, and their slopes are $\pm\tfrac N2V\sin\varphi$. The information becomes

$$F=\frac{NV^2\sin^2\varphi}{2}\left[\frac1{1-V\cos\varphi}+\frac1{1+V\cos\varphi}\right]
=\frac{NV^2\sin^2\varphi}{1-V^2\cos^2\varphi}.$$

For $V=1$ this is $N$ again. For any smaller $V$ it vanishes at the fringe extremes, so the independence of the working point belongs to the ideal instrument. With both outputs counted, the best point is now half fringe, where $F=NV^2$. For A alone only the first term remains, and its maximum lies between half fringe and the dark fringe; for $V=0.95$ it is $0.69N$ at $\varphi=0.76$ rad, against $0.45N$ at half fringe. A detector of quantum efficiency $\eta$ keeps each photon with probability $\eta$; the counts remain Poisson variables, and $N$ becomes $\eta N$. At half fringe, for fixed incident power,

$$\delta x=\frac{\lambda}{4\pi V\sqrt{\eta N}}.$$

With the rough values $V=0.95$ and $\eta=0.8$, 1 µW of incident light gives 33.2 fm.

## A real bench instrument

The wavelength is that of a red helium–neon laser. A power of 1 µW is low for such a source, whose output is roughly a milliwatt. The following sizes use rough bench values.

- **Electronics.** Each detector feeds a 1 MΩ resistor at 293 K. A resistor $R$ has current noise of density $4k_BT/R$, which leaves a variance $2k_BT/(R\tau)$ after averaging. Two resistors, compared with the total photocurrent of 0.511 µA at unit efficiency, add 12.6 fm. Combined in quadrature with the ideal shot noise, this makes 30.9 fm.
- **Power noise.** If the working point is 1 nm from balance, a relative power change of $10^{-3}$ shifts the plain difference by the equivalent of $1\ \text{nm}\times10^{-3}=1000$ fm. The ratio readout cancels this common factor.
- **Laser frequency.** For arms differing by $\Delta L$ the phase is $4\pi\Delta L\,\nu/c$. A frequency change $\delta\nu$ therefore imitates a displacement $\Delta L\,\delta\nu/\nu$, which is 2.1 pm for 1 mm and 1 MHz.
- **Air.** At constant pressure $n-1$ varies as $1/T$. A change of 1 mK in one arm of 100 mm, with $n-1=2.7\times10^{-4}$, shifts the reading by 92 pm.
- **Base.** Steel with an expansion of $1.2\times10^{-5}$ per kelvin, warmed by 0.1 mK under one such arm, moves the mirror by 120 pm.

The last two effects exceed the counting limit by factors of a few thousand. With these values, the assumption that fails most severely is that nothing but the displacement of interest changes during the second. The 28 fm is then a floor set by counting, not the accuracy of the instrument.

The mirrors also move by themselves. For a 10 g mirror on a mount resonant at $\omega_0/2\pi=1$ kHz, equipartition gives $m\omega_0^2\langle x^2\rangle=k_BT$. Two independent mirrors then have a relative vibration of 143 fm, summed over all frequencies. The part that survives averaging for 1 s depends on the damping and is not determined here.

Light itself pushes the mirrors. The photon numbers in the arms, $n_1$ and $n_2$, are independent with means $N/2$, so the difference of the two impulses, $2\hbar k(n_1-n_2)$, has standard deviation $2\hbar k\sqrt N$. For free 10 g mirrors the resulting relative motion within 1 s is below $2\hbar k\sqrt N\,\tau/m=3.7\times10^{-4}$ fm. It is negligible here, but it grows as $\sqrt N$ while the counting error falls as $1/\sqrt N$, so the formula for $\delta x$ cannot be carried to arbitrarily high power. The two-output limit does not rest on the coherent input. With vacuum in the second port, each photon is sent to A or B independently. For a given total $S$ the count $n_A$ is then binomial and carries the information $S\,(p_A')^2/(p_Ap_B)=S$. The distribution of $S$ does not depend on $\varphi$, so $F=\langle S\rangle=N$ whatever the photon statistics of the input beam. The one-output formula, by contrast, does assume Poisson light. The two-output limit can be beaten when the second port is not in vacuum, for example when squeezed vacuum of suitable phase is fed into it. The numerical output below lists the values used.

## Computed values

```
wavelength                         633 nm
total detected power               1.0 uW
counting time                      1.0 s
photon energy                      1.9587 eV
photon energy                      3.1381e-19 J
mean photon number N               3.1866e+12
square root of N                   1.7851e+06
phase error                        5.6019e-07 rad
lambda/(4 pi)                      50.373 nm/rad
fringe period in displacement      316.5 nm
DISPLACEMENT LIMIT                 28.22 fm
limit / wavelength                 4.458e-08
simulated counting, half fringe    28.27 fm
simulated counting, 0.6 rad off    28.24 fm
one output only, half fringe       39.91 fm
one-sided noise density            39.91 fm/sqrt(Hz)
Fock-space test: information per mean photon
  phase 0.400 rad: both 1.00000, port A 0.96053
  phase 1.571 rad: both 1.00000, port A 0.50000
  phase 2.500 rad: both 1.00000, port A 0.09943
Neglected effects, rough bench values
efficiency, contrast               0.8, 0.95
limit with both, 1 uW incident     33.2 fm
photocurrent, both detectors       0.511 uA
load resistors, temperature        1 Mohm, 293 K
Johnson noise                      12.6 fm
shot and Johnson noise together    30.9 fm
offset, relative power noise       1 nm, 1e-03
power noise, raw difference        1000 fm
arm mismatch, frequency drift      1 mm, 1 MHz
laser frequency drift              2111 fm
arm length                         100 mm
air: n-1, temperature change       2.7e-04, 1.0 mK
air in one arm                     92 pm
steel base: expansion, change      1.2e-05 /K, 0.1 mK
expansion of base under one arm    120 pm
mirror mass, mount resonance       10 g, 1 kHz
thermal vibration, all frequencies 143 fm
radiation-pressure noise, bound    3.7e-04 fm
```
